# Coverage at Peak Roughness for Simultaneously Nucleated Hemispherical Islands

**Question**

On a substrate that reacts poorly with the precursors, atomic layer deposition can start on isolated nuclei instead of as a continuous layer. Take a flat, inert substrate with point nuclei placed independently and uniformly (a Poisson process) at areal density $N$. All nuclei appear at cycle zero. Each grows as a hemisphere of radius $R=gn$, where $g$ is the growth per cycle and $n$ the cycle number. Where hemispheres overlap, the surface is the highest of them. The height $h$ is measured from the substrate, and $h=0$ on bare ground. The rms roughness $\sigma$ is the standard deviation of $h$ over the whole area, bare ground included.

Use the length $a=1/\sqrt{\pi N}$, the reduced radius $r=R/a$, and the Dawson function

$$D(r)=e^{-r^2}\int_0^r e^{t^2}\,dt .$$

**(a)** Find the height distribution and the coverage $\theta$.

**Answer.** An island whose centre lies at horizontal distance $d<R$ has height $\sqrt{R^2-d^2}$ above the point considered. This is at least $z$ when $d\le\sqrt{R^2-z^2}$. The surface is therefore lower than $z$ if no nucleus lies in a disc of area $\pi(R^2-z^2)$. For a Poisson process the probability of an empty region is the exponential of minus the expected number of nuclei in it, so

$$P(h<z)=e^{-\pi N(R^2-z^2)},\qquad 0<z\le R .$$

As $z\to0$ this becomes the bare fraction, and

$$\theta=1-e^{-\pi NR^2}=1-e^{-r^2}.$$

**(b)** Express the mean height and the roughness through $r$, $D$ and $\theta$. Give the limits of $\sigma$ for small and large $r$.

**Answer.** Write $h$ as the integral over $z$ from 0 to $R$ of a function equal to 1 where $z<h$ and 0 elsewhere. Averaging gives $\langle h\rangle=\int_0^R[1-P(h<z)]\,dz$. In the same way $\langle h^2\rangle=\int_0^R 2z\,[1-P(h<z)]\,dz$. With $z=at$,

$$\frac{\langle h\rangle}{a}=\int_0^r\left[1-e^{-(r^2-t^2)}\right]dt=r-D,$$

$$\frac{\langle h^2\rangle}{a^2}=r^2-\left[e^{-(r^2-t^2)}\right]_{t=0}^{t=r}=r^2-(1-e^{-r^2})=r^2-\theta .$$

The mean height lags behind the island tops by $aD$. The reduced variance $S=\sigma^2/a^2$ is

$$S=r^2-\theta-(r-D)^2=2rD-D^2-\theta .$$

For small $r$, $\theta=r^2-r^4/2+\dots$, so $\langle h^2\rangle/a^2\to r^4/2$. The squared mean is of order $r^6$ and drops out. Hence $\sigma/a\to r^2/\sqrt2$: the variance starts in proportion to the coverage times the square of the island height.

For large $r$, put $t=r-s$ in $D$:

$$D=\int_0^r e^{-2rs+s^2}ds .$$

The integrand is concentrated at $s\sim1/r$, so $e^{s^2}$ may be expanded. Its first two terms give $D=1/(2r)+1/(4r^3)+\dots$. Then $2rD=1+1/(2r^2)+\dots$ and $D^2=1/(4r^2)+\dots$, while $\theta\to1$. This leaves $S\to1/(4r^2)$ and $\sigma/a\to1/(2r)$. The roughness rises from zero and falls back to zero, so it has a maximum between.

**(c)** Derive the condition for a stationary roughness, solve it numerically, and state the coverage there. How is the roughness then related to the lag of the mean height?

**Answer.** Differentiating the definition of $D$ gives $D'=1-2rD$. Also $\theta'=2re^{-r^2}=2r(1-\theta)$. Therefore

$$\begin{aligned}
\frac{dS}{dr}&=2D+2rD'-2DD'-\theta'\\
&=2D+2r-4r^2D-2D+4rD^2-2r+2r\theta\\
&=2r\,G,\qquad G=\theta-2D(r-D).
\end{aligned}$$

The stationary condition is $\theta=2D(r-D)$. Values near the change of sign are:

| $r$ | $\theta$ (%) | $\sigma/a$ | $G$ |
|---|---|---|---|
| 1.3 | 81.55 | 0.4557 | +0.02599 |
| 1.4 | 85.91 | 0.4590 | −0.00228 |
| 1.5 | 89.46 | 0.4547 | −0.02335 |

Linear interpolation between the first two rows gives $r\approx1.3+0.1\times0.02599/0.02827=1.392$. Refining the root gives

$$r_*=1.3909,\qquad \theta_*=0.8555 .$$

The roughness peaks at about 86 percent coverage. Neither $N$ nor $g$ enters this number, because $a$ is the one length that scales the pattern.

Inserting $\theta=2rD-2D^2$ into $S$ gives $S=D^2$, so at the peak $\sigma=aD$: the rms roughness equals the lag of the mean behind the tops. With $D(r_*)=0.4590$, the peak roughness is $0.459\,a$.

The competition behind the peak can be read from $h^2=R^2-d^2$. At a covered point $\partial h/\partial R=R/h\ge1$, while bare ground stays at zero. The derivative $d\sigma^2/dR$ is twice the covariance of $h$ and $\partial h/\partial R$, and this covariance is the sum of two parts. Within the covered ground it is negative, because low flanks rise faster than tops. Between covered and bare ground it is positive, because the covered part is higher and also rises. Since $\sigma$ grows before the peak and falls after it, the second part is the larger before the peak and the first part after it.

**(d)** Show that this is the sole stationary point for $r>0$. Numerical evaluation on a finite interval may be used if the gaps between grid points are controlled.

**Answer.** Two simple bounds are needed. The integrand $e^{-(r^2-t^2)}$ does not exceed 1, so $D\le r$. In the form with $s$, $-2rs+s^2=-s(2r-s)\le-rs$, so $D<\int_0^\infty e^{-rs}ds=1/r$. Together they give $D\le1$.

*Small radii, $0<r\le0.7$.* From $D\le r$, $D'=1-2rD\ge1-2r^2$, hence $D\ge r-2r^3/3$ and $2D(r-D)\le4r^4/3$. Since $\theta\ge r^2-r^4/2$,

$$G\ge r^2\left(1-\tfrac{11}{6}r^2\right)>0 .$$

*Large radii, $r\ge2$.* Let

$$d=\frac1{2r}+\frac1{4r^3}+\frac3{8r^5},\qquad E=D-d .$$

Then $E'=1-2rD-d'=-2rE+(1-2rd-d')$. Here

$$2rd=1+\frac1{2r^2}+\frac3{4r^4},\qquad d'=-\frac1{2r^2}-\frac3{4r^4}-\frac{15}{8r^6},$$

so $E'+2rE=15/(8r^6)>0$. This means that $e^{r^2}E$ increases. At $r=2$, $D=0.30134$ and $d=0.29297$, so $E>0$ there and for all larger $r$. Squaring $d$ and collecting powers gives

$$2d(r-d)-1=\frac1{4r^6}\left(r^2-\frac72-\frac3{2r^2}-\frac9{8r^4}\right).$$

The bracket increases with $r$ and equals $0.055$ at $r=2$, so $2d(r-d)>1$. The product $D(r-D)$ increases with $D$ as long as $D<r/2$, which holds because $D<1/r\le r/2$. Thus $2D(r-D)>2d(r-d)>1>\theta$, and $G<0$.

*Between.* The derivative is

$$G'=2re^{-r^2}+2D-2r+4r^2D-8rD^2 .$$

On $[0.7,2]$, using $rD<1$ and $D\le1$, the positive terms add to less than $0.9+2+8=10.9$ and the negative ones to at most $4+8=12$ in size. So $|G'|<20$, and over a grid step of $10^{-4}$ the function changes by less than $0.002$. Evaluation on such a grid finds $G>0.002$ at all points of $[0.7,1.3]$ and $G<-0.002$ at all points of $[1.5,2]$, so $G$ has no zero in either interval.

On $[1.3,1.5]$ one more derivative is needed:

$$G''=2e^{-r^2}(1-2r^2)+2D'-2+8rD+4r^2D'-8D^2-16rDD' .$$

Since $0<rD<1$, $|D'|<1$. The terms are then at most $1,\,2,\,2,\,8,\,9,\,5$ and $16$ in size, so $|G''|<60$. On the grid $G'<-0.006$, which is enough to keep $G'$ negative between the points. $G$ therefore falls steadily through one zero. The stationary point is unique, and it is a maximum because $G$ changes from positive to negative.

**(e)** Take $N=10^{12}\ \mathrm{cm^{-2}}$ and $g=0.05$ nm per cycle. Find the radius, cycle number, mean height and roughness at the peak. How sharply does a measured roughness maximum fix the coverage, and what nucleation delay would be inferred from the mean thickness?

**Answer.** In nanometres, $N=0.01\ \mathrm{nm^{-2}}$ and $a=1/\sqrt{0.01\pi}=5.642$ nm. Hence

$$R_*=1.3909\times5.642=7.85\ \mathrm{nm},\qquad n_*=7.847/0.05\approx157,$$

$$\langle h\rangle=0.9319\times5.642=5.26\ \mathrm{nm},\qquad \sigma_*=0.4590\times5.642=2.59\ \mathrm{nm}\ (25.9\ \text{Å}).$$

The maximum is flat. The roughness stays within 1 percent of its peak value from cycle 145 to cycle 170, while the coverage goes from 81 to 90 percent. A roughness series with errors of 1 percent therefore locates the coverage to within several percentage points.

The result was tested on 16 simulated images, each 1 μm wide with $400\times400$ pixels. Heights were computed from the distance to the nearest nucleus, without the formulas of part (b). The roughness peaked at a coverage of $85.53\pm0.08$ percent (standard error of the mean), and $\sigma$ at $R_*$ was $2.586\pm0.003$ nm. Single images scattered by 0.3 percentage points in peak coverage. Each simulated image follows the same islands through growth and has no measurement noise, so this scatter does not describe the error of a measured series.

The mean height is $2.59/0.05\approx52$ cycles behind a film that had grown at rate $g$ from the start. A straight-line extrapolation gives a different delay. The slope is $d\langle h\rangle/dR=1-D'=2rD$, which at the peak is $2\times1.3909\times0.4590=1.277$: the mean thickness is then growing 28 percent faster than $g$. The tangent meets zero thickness at $R=7.85-5.26/1.277=3.73$ nm, or about 75 cycles. Neither delay is permanent in this model. For large $r$ the lag tends to $a/(2r)$, and the tangent's intercept to $a/r$, both of which vanish. A quoted nucleation delay must therefore say how and at what thickness it was read.

**(f)** Set the model beside a real process. Estimate, for the same $N$ and $g$, the effects of a spherical microscope tip of radius 10 nm, a contact angle of 70°, nucleation spread evenly over 50 cycles, and a minimum spacing of 5 nm between nuclei.

**Answer.** The parameters are round values chosen for illustration, not fitted to a particular process. The nucleus density in particular has to be measured for each surface and chemistry. At fixed $g$ and with the model otherwise unchanged, lengths scale as $N^{-1/2}$: ten times fewer nuclei would move the peak to about 500 cycles and 8.2 nm roughness, still at 86 percent coverage. Real islands need not be hemispheres, start together or sit at independent positions, and a microscope tip does not record the true surface. Each of these effects is estimated below. Islands may also move and merge, which is not estimated here.

*Microscope tip.* A tip of radius $R_t$ touches a hemisphere when their centres are $R+R_t$ apart. The recorded height is thus $\sqrt{(R+R_t)^2-d^2}-R_t$, cut off at zero, and

$$P(h<z)=e^{-\pi N[(R+R_t)^2-(z+R_t)^2]} .$$

Numerical integration puts the measured maximum at cycle 99, where the true coverage is 54 percent, and the measured roughness is 1.13 nm. At this point $R=4.97$ nm. The image shows islands with apparent base area $\pi(R^2+2RR_t)=\pi\times124\ \mathrm{nm^2}$, so the apparent coverage is $1-e^{-3.90}=98$ percent. The 86 percent rule cannot be applied to such images without correcting for the tip.

*Contact angle.* A cap of base radius $R$ and contact angle $\alpha\le90°$ belongs to a sphere of radius $\rho=R/\sin\alpha$ centred $\rho\cos\alpha$ below the substrate. The distribution has the same form, with $R+R_t$ replaced by $\rho$ and $R_t$ by $\rho\cos\alpha$. For 70° the peak moves to 89.5 percent and falls to 1.87 nm. The shift grows with the departure from 90°: the peak lies at 91.7 percent for 50° and at 92.9 percent for 30°. Angles above 90°, common for deposits that wet the substrate poorly, move it the other way: with the height taken as the top of the sphere, the projected coverage at the peak is about 82 percent for 110°.

*Spread nucleation.* With births spread over a window $W=50g=2.5$ nm, the radii $u$ are evenly distributed below that of the oldest island, $R$, and

$$P(h<z)=\exp\left[-\frac{\pi N}{W}\int_{\max(z,\,R-W,\,0)}^{R}(u^2-z^2)\,du\right].$$

Nuclei that fall on covered ground may be counted here. If an older island has radius at least $d$ when a nucleus appears at distance $d$, then after further growth $s$ the new hemisphere reaches no farther than $d+s$ from the older centre, and stays inside the older island. In a simulated sample 1.65 percent of the nuclei were of this kind, and removing them left the heights unchanged. At fixed total $N$, the peak coverage is 85.6 percent, the same as before to within 0.1 point. The peak comes 24.5 cycles later, close to the mean birth time of 25 cycles, and is 4 percent higher, at 2.70 nm.

*Minimum spacing.* Nuclei were placed one after another at random, rejecting any position within 5 nm of an accepted one, until the same $N$ was reached. Eight simulated images, read at whole cycles, gave a peak coverage of about 85 percent. At the fixed radius $R_*$ the roughness was 2.03 nm, 22 percent below the Poisson value. This is not the drop in the maximum itself: with spaced nuclei the peak comes earlier, near cycle 131, and reaches about 2.16 nm, some 16 to 17 percent below the Poisson peak.

For these numbers, the coverage at the true roughness peak moves by at most about four percentage points under the changes of shape, timing and spacing, each taken alone. That bound belongs to the 70° cap; contact angles farther from 90° shift the peak more. The size of the roughness is more sensitive, and the tip affects the reading most. Further values are in the numerical output.

## Computed values

```
peak r = R/a: 1.39091
peak coverage: 85.55 %
peak rms/a = D(r): 0.45903
peak mean height/a: 0.93188
table: r, coverage %, mean/a, rms/a, G
  0.5   22.12 0.0756 0.1520 +0.15706
  1.0   63.21 0.4619 0.3931 +0.13502
  1.3   81.55 0.8166 0.4557 +0.02599
  1.4   85.91 0.9435 0.4590 -0.00228
  1.5   89.46 1.0718 0.4547 -0.02335
  2.0   98.17 1.6987 0.3645 -0.04207
  3.0   99.99 2.8217 0.1949 -0.00619
D(2) and its lower bound: 0.30134 0.29297
nucleus density: 1.0e+12 cm^-2 = 0.010 nm^-2
growth per cycle: 0.050 nm
length a: 5.642 nm
radius at peak: 7.847 nm
cycles at peak: 156.9
mean height at peak: 5.258 nm
rms roughness at peak: 2.590 nm
lag of mean at peak: 51.8 cycles
rms within 1 %: cycles 144.9 to 169.6
  coverage 80.8 to 89.6 %
simulated images: 16, side 1000 nm, 400 pixels/side
  peak coverage: 85.53 +- 0.08 % (s.e.)
  scatter of one image: 0.30 % coverage
  rms at R_peak: 2.586 +- 0.003 nm (s.e.)
  scatter of one image: 0.013 nm rms
nucleation window: 50 cycles = 2.50 nm
  peak coverage 85.59 %, rms 2.700 nm
  peak at cycle 181.4
  nuclei on covered ground: 1.65 %
contact angle: 70 deg
  peak coverage 89.47 %, rms 1.865 nm
tip radius: 10.0 nm
  true coverage at measured peak 53.97 %
  measured peak rms 1.126 nm at cycle 99.4
minimum spacing: 5.0 nm, 8 images
  peak coverage 84.79 +- 0.05 %
  rms at R_peak 2.032 +- 0.003 nm
```
